Stark resonances by stabilization: phase averaging and the narrowest resolvable width

A box calculation of an atom in a static electric field returns real, discrete energies. Suppose the ionization rate is wanted and the expected width is a millionth of the spacing between box levels. Should one enlarge the box until the spacing falls below the width, or keep the box and compute the eigenvalues more accurately? The stabilization method answers this: the spacing is no obstacle, whereas the scatter of the computed eigenvalues sets a floor. For hydrogen, with the basis used below and the eigenvalues taken directly from a standard double-precision generalized eigensolver, that floor lies between about 10⁻¹² and 6 × 10⁻¹⁴ hartree, depending on the field. It belongs to that way of computing the levels: re-evaluating each level as a Rayleigh quotient in the same basis and precision lowers it to about 3 to 5 × 10⁻¹⁵ hartree.

Throughout, Γ is the full width at half maximum of a resonance with complex energy E_r − iΓ/2, so the population decays as exp(−Γt/ħ). Hartree atomic units are used except where stated.

**Four boxes by hand**

Consider one open channel. Far outside the barrier, the wave has a slowly varying wave number k and accumulates a phase φ. At real energy the wave is real, so its outgoing and incoming amplitudes are complex conjugates. The incoming amplitude vanishes at the resonance pole. For an isolated resonance it is therefore proportional to E − E_r + iΓ/2, apart from a smooth factor whose phase can be absorbed in φ. Hence

g ∝ k^(−1/2) Im[(E − E_r − iΓ/2) e^(iφ)]
 = k^(−1/2) [(E − E_r) sin φ − (Γ/2) cos φ].

A hard wall requires g = 0, which gives

E − E_r = (Γ/2) cot φ.  (1)

Moving the wall changes φ and sweeps the level through the resonance. Choose E_r = 0 and Γ = 2, and place four walls at φ = π/8, 3π/8, 5π/8 and 7π/8. Since cot(π/8) = √2 + 1 and cot(3π/8) = √2 − 1, the levels are

E = √2 + 1, √2 − 1, −(√2 − 1), −(√2 + 1).

Two of the four lie within Γ/2 of the centre. If Γ is made a million times smaller, all four distances shrink by the same factor, and two levels still lie within Γ/2. No extra boxes are needed to find the narrower peak. This is why the level spacing does not limit the method.

Four levels do not look like a smooth density, so replace each by a Lorentzian of full width w,

K_w(E) = (1/π)(w/2)/(E² + w²/4).

Take w = 2. At E = 0 a level at cot φ contributes

K₂ = (1/π)/(1 + cot²φ) = sin²φ/π.

The average over the four boxes is

(1/4π)[2 sin²(π/8) + 2 sin²(3π/8)] = 1/(2π),

because 3π/8 = π/2 − π/8, so the two squares add to one. A Lorentzian of full width Γ + w = 4 has central height (1/π)/2 = 1/(2π), the same value. The equality is exact here because the kernel at w = Γ and E = E_r reduces to sin²φ/π, which equally spaced phases average exactly; for other w or E, four boxes generally agree only approximately. The next section shows that, for a uniform phase, smoothing adds its own width, which can be subtracted afterwards.

**From four boxes to a density**

Let φ be distributed uniformly over an interval of length π. Put x = E − E_r. From (1), φ = arccot(2x/Γ), and

|dφ/dE| = (2/Γ)/(1 + 4x²/Γ²) = (Γ/2)/(x² + Γ²/4).

The density of levels per box is this rate divided by the phase range:

ρ(E) = (1/π)(Γ/2)/(x² + Γ²/4).  (2)

Its area is one: one period of phase carries one level through the resonance.

The outer phase also depends on energy. Write φ = φ₀(L) + τx, with φ₀ the phase at E_r and τ = ∂φ/∂E taken constant across the resonance. The wall condition becomes φ₀ = arccot(2x/Γ) − τx, so

|dφ₀/dE|/π = ρ(E) + τ/π.

The second term is a constant background. This form needs Γ, τ and the smooth factor of the pole formula to vary little over the peak. A broad resonance, or one overlapping another, violates these conditions, and a single Lorentzian is then the wrong model.

The widths add under smoothing because the Fourier transform of a centred, unit-area Lorentzian of full width Γ is exp(−Γ|t|/2). Convolution multiplies transforms:

exp(−Γ|t|/2) exp(−w|t|/2) = exp[−(Γ + w)|t|/2].

With M boxes equally spaced in phase, neighbouring levels at distance x from the centre are separated by about

δE = (π/M)|dE/dφ| = (πΓ/2M)(1 + 4x²/Γ²).

The kernel must bridge these gaps over the fitted range. For M = 64 and |x| = 1.5Γ, δE is about 0.25Γ, so w = 0.5Γ is adequate there. A much narrower kernel would leave separate spikes in the wings.

The kernel has to be scaled to a Γ that is not yet known. Equation (1) supplies the scale. The quartiles of a uniform phase are π/4 and 3π/4, where cot φ = ±1, so the interquartile range of the levels is Γ. It gives a first estimate, and the fit refines it.

**Why the walls should be equally spaced in phase**

A plain average over box length L does not sample the phase uniformly. Since dφ = k dL, equal steps in L weight each phase interval by 1/k, and k grows as the field accelerates the electron.

The effect on the width can be found by hand. Let the phase weight be 1 + a cos 2φ with small a, and let y = 2x/Γ = cot φ. Then cos 2φ = (y² − 1)/(y² + 1), and the peak has the shape

[1 + a(y² − 1)/(y² + 1)]/(1 + y²).

Its central height is 1 − a. At y = 1 + ε its height is (1 − ε)/2 to first order, because the bracket differs from one only by a product of a and ε. Setting this equal to half the central height gives ε = a. The width changes by the relative amount a, whose sign depends on where the window begins. A weight in sin 2φ instead skews the peak. Equal steps in phase remove both effects.

**Hydrogen in a field**

Take an infinitely heavy nucleus, no spin and no relativistic terms:

H = p²/2 − 1/r + Fz.

The electron escapes towards negative z. Use the parabolic coordinates ξ = r + z and η = r − z, so that r = (ξ + η)/2 and z = (ξ − η)/2. For zero angular momentum about the field axis,

∇² = [4/(ξ + η)] (∂_ξ ξ ∂_ξ + ∂_η η ∂_η).

Multiplying (H − E)ψ = 0 by −(ξ + η)/2 gives

[∂_ξ ξ ∂_ξ + ∂_η η ∂_η + 1 + E(ξ + η)/2 − F(ξ² − η²)/4]ψ = 0.

With ψ = f₁(ξ)f₂(η), this separates into

(ξf₁′)′ + (Eξ/2 − Fξ²/4 + β₁)f₁ = 0,
(ηf₂′)′ + (Eη/2 + Fη²/4 + β₂)f₂ = 0,
β₁ + β₂ = 1.

The ξ motion runs uphill and is bound. Its lowest state belongs to the atomic ground state. The η motion runs downhill and carries the ionization, so the wall is placed at η = L.

To find the outer phase, set f₂ = g/√η. Then

ηf₂′ = η^(1/2)g′ − g/(2η^(1/2)).

Differentiating once more, the two terms in g′ cancel:

(ηf₂′)′ = η^(1/2)g″ + g/(4η^(3/2)).

Inserting this and dividing by η^(1/2) yields

g″ + k²g = 0,
k² = E/2 + Fη/4 + β₂/η + 1/(4η²).

The phase advance is φ = ∫k dη. Without the two small inverse-η terms, the outer turning point lies at η = −2E/F, which is near 1/F for E near −1/2. Starting the window at 2/F puts the walls well outside the barrier. There k² is about 1/4, and since k′ = F/(8k),

k′/k² = F/(8k³) ≈ F.

This is the relative change of k over a distance 1/k, which is a wavelength divided by 2π. Insert g = A exp(i∫k dη) with A = k^(−1/2). The imaginary terms 2A′k + Ak′ cancel, leaving g″ + k²g = (A″/A)g with A″/(Ak²) = (3/4)(k′/k²)² − k″/(2k³). Since k″ = −F²/(64k³), both terms are of order F² at k ≈ 1/2, so relative corrections to the phase rate are of second order in F. The phase spacing is good but approximate.

**One matrix problem per box**

The constant β₁ depends on E, so the downhill equation is not yet an ordinary eigenvalue problem. Since β₁ is the lowest eigenvalue of

−∂_ξ ξ ∂_ξ − Eξ/2 + Fξ²/4,

the Hellmann–Feynman theorem gives dβ₁/dE = −⟨ξ⟩/2, where the mean uses the weight f₁² dξ. Near a reference energy E₀,

β₂(E) = 1 − β₁(E) ≈ 1 − β₁(E₀) + (⟨ξ⟩/2)(E − E₀).

Substitute this into the downhill equation and collect all terms in E on the right:

[−∂_η η ∂_η − Fη²/4 − 1 + β₁(E₀) + ⟨ξ⟩E₀/2]f₂ = E[(η + ⟨ξ⟩)/2]f₂.  (3)

Both operators are symmetric and the weight on the right is positive, so the energies are real. The linearization error is of second order in E − E₀ and becomes small once E₀ lies within about Γ of the resonance.

The basis functions are differences of neighbouring Legendre polynomials, P_n(s) − P_(n+1)(s), with s = 2η/L − 1. They vanish at the wall because every P_n(1) = 1. Integration by parts turns the derivative term into ∫ηu′f₂′ dη; the boundary term vanishes at η = 0 through the factor η and at the wall through u(L) = 0. The same functions, on an interval of length 60 bohr, solve the uphill problem. All matrix elements were evaluated by Gauss–Legendre quadrature.

**The general procedure**

1. Start from E₀ = −1/2 − 9F²/4 − 3555F⁴/64, the beginning of the perturbation series for this state. For another state, use any estimate closer to the resonance than to neighbouring levels.
2. Choose M walls at the midpoints of equal phase intervals covering a total phase π.
3. Solve (3) in each box and keep the level nearest E₀. Replace E₀ by the median of these levels and repeat once.
4. Take the interquartile range S as the energy scale. Average kernels of width w = S/2 over the boxes.
5. Over 1.5S on each side of the median, fit a Lorentzian with free centre, width and area, plus a constant background. Subtract w from the fitted width.
6. Estimate the numerical scatter of the levels and compare the width with the floor derived next.

In an atom with several open channels, the phase step must be taken in the channel being sampled, and coupling between channels needs a fuller treatment. The derivation above covers one channel.

**The floor set by numerical scatter**

A numerical error common to all boxes shifts E_r but leaves the width alone. An error that varies from box to box broadens the distribution. Model it as Gaussian with standard deviation σ, independent of the phase. The Lorentzian then becomes a Voigt profile, its convolution with a Gaussian.

For small σ, convolution adds (σ²/2)ρ″ to a density ρ. Let γ = (Γ + w)/2 be the half width after smoothing, u = x/γ and q = σ/γ. For the shape 1/(1 + u²), the second derivative is

(6u² − 2)/(1 + u²)³,

which equals −2 at u = 0 and 1/2 at u = 1. The central height becomes 1 − q², and the height at u = 1 becomes 1/2 + q²/4. The latter exceeds half the new central height by

(1/2 + q²/4) − (1/2 − q²/2) = 3q²/4.

The slope at u = 1 is −1/2, so the half-height point moves outward by 3q²/2. The full width grows by

ΔΓ = 2γ(3q²/2) = 3σ²/γ.

With w = Γ/2, γ = 3Γ/4 and

ΔΓ/Γ = 4(σ/Γ)².

A 10% bias then occurs at σ/Γ = √0.025 ≈ 0.16. This leading-order estimate reads the width at half height. The actual procedure fits a finite energy range with a free background. Applying that fit to Voigt profiles, with the scale S set equal to the true Γ rather than to the interquartile range of the noisy levels, and solving numerically for a 10% bias gives σ/Γ = 0.137, so

Γ_min = cσ, c = 7.3.  (4)

The factor belongs to this kernel, this fit and this tolerance. When Gaussian noise of the critical size was added to the hydrogen levels at F = 0.04, pooling 400 noise sets in one fit with S again fixed at the true Γ, the fitted width was 1.097 times the true one, close to the intended 1.10.

The factor c limits the bias alone. At the critical scatter, a single fit to 64 boxes also has a random error, with a standard deviation of about 24% of Γ. More boxes reduce this random error, but they do not remove the bias, because the averaged profile is itself broader. More accurate eigenvalues lower σ and therefore the floor. Since (4) concerns widths read from energies, it is not a bound on methods that obtain Γ from a complex energy or a flux.

To estimate σ, solve the same boxes in two bases, here of 70 and 76 functions. If their errors are independent and equally large, the differences have standard deviation √2σ. The interquartile range of a Gaussian is 1.349 standard deviations, so

σ = (interquartile range of differences)/(1.349√2).

If the two errors differ in size, σ is their root-mean-square value and can overstate the scatter of the better basis. Errors shared by both bases escape this estimate.

**An independent complex energy**

The separated equations also have a direct solution. Write the regular function as f = Σa_n x^n. Because (xf′)′ = Σn²a_n x^(n−1), the coefficients obey

n²a_n = −[βa_(n−1) + (E/2)a_(n−2) ± (F/4)a_(n−3)],

with the plus sign downhill and the minus sign uphill. At large η the outgoing wave behaves mainly as exp[i(√F/3)η^(3/2)]. On the ray arg η = π/3, η^(3/2) = i|η|^(3/2), so this wave decays while the incoming wave grows.

A resonance therefore makes f₁ vanish far out on the real axis and f₂ vanish far out on the ray. These conditions were imposed at ξ = 80 and |η| = 3/F and solved for E and β₁ by Newton iteration with 60-digit arithmetic. The resulting widths are called reference widths below. They belong to the same nonrelativistic model and are not measurements.

**What 64 boxes give**

All widths and scatters are in hartree.

F = 0.06: fit 5.19 × 10⁻⁴, reference 5.15 × 10⁻⁴.
F = 0.05: fit 7.69 × 10⁻⁵, reference 7.72 × 10⁻⁵.
F = 0.04: fit 3.890 × 10⁻⁶, reference 3.893 × 10⁻⁶.
F = 0.03: fit 2.238 × 10⁻⁸, reference 2.238 × 10⁻⁸.
F = 0.025: fit 3.321 × 10⁻¹⁰, reference 3.318 × 10⁻¹⁰.
F = 0.02: fit 5.46 × 10⁻¹³, reference 5.55 × 10⁻¹³.
F = 0.016: fit 1.4 × 10⁻¹⁴, reference 1.7 × 10⁻¹⁶.

At F = 0.05, which is 2.57 × 10¹⁰ V/m, the first and last walls stand at 40.05 and 45.75 bohr. The fitted position is −0.506105 hartree, and the fitted width corresponds to a decay rate of 3.18 × 10¹² s⁻¹. The width lies 0.3% below the reference.

Shifting the start of the phase window by 0, π/4, π/2 and 3π/4 changes this width over a range of 0.55% of the reference. With equal steps in length the range is 8.9%. The phase rule removes most of the dependence on the start, and what remains is comparable with the error of the fit.

At F = 0.03 the two background levels on either side of the resonance are 0.084 hartree apart. Dividing by the reference width gives

0.0839/(2.2375 × 10⁻⁸) = 3.75 × 10⁶.

The width is nevertheless recovered to better than 0.1%. A box large enough to make the spacing equal to Γ would have served no purpose.

The subtraction of w was tested at one field. At F = 0.04, doubling w changes the extracted width from 3.890 × 10⁻⁶ to 3.894 × 10⁻⁶ hartree, about 0.1%.

The width approaches the floor at F = 0.02 and falls below it at F = 0.016. At F = 0.02 the scatter is σ = 1.81 × 10⁻¹⁴, so

Γ_min = 7.31 × 1.81 × 10⁻¹⁴ = 1.3 × 10⁻¹³.

The true width is about four times larger, and the fit is 1.6% low. The Gaussian formula predicts a positive bias of only 4(σ/Γ)² ≈ 0.4%. The random error is larger than this bias: Gaussian noise of this relative size gives single 64-box fits a standard deviation of about 6%, so a deviation of −1.6% is unremarkable. These digits depend on rounding. Assembling the same matrices differently gives 5.79 × 10⁻¹³ at this field, 4% high, and 1.8 × 10⁻¹⁴ at F = 0.016, and it moves the estimated σ at F = 0.06 from 1.7 × 10⁻¹³ to 2.7 × 10⁻¹³. Box levels computed from the power series in extended precision give 5.55 × 10⁻¹³ at F = 0.02 and 1.73 × 10⁻¹⁶ at F = 0.016 with the same 64 boxes and the same fit.

At F = 0.016, σ = 8.1 × 10⁻¹⁵ and Γ_min = 5.9 × 10⁻¹⁴. The reference width is far smaller than even σ. The fit still returns a positive number, about 80 times too large, which describes numerical scatter and not decay. Its fitted area is 1.43, whereas the resolved cases have areas between 0.97 and 1.01. An area far from one is a useful warning, but an area near one proves nothing: at the critical scatter single fits have areas of about 1.06 ± 0.2, and roughly one fit to pure Gaussian noise in ten has an area of 1.06 or less. The comparison with cσ is the criterion.

The floor is not a universal constant. From F = 0.06 to F = 0.016 the scatter falls from 1.7 × 10⁻¹³ to 8.1 × 10⁻¹⁵ as the boxes lengthen. A fixed polynomial basis on a longer interval has a smaller largest eigenvalue, and the rounding error of the eigensolver scales with it. Measured against box levels from the power series in extended precision, the scatter is 0.12 to 0.16 of machine epsilon times the largest eigenvalue at F = 0.06, 0.03, 0.02 and 0.016. It also grows with the basis: at F = 0.02 it is 4 × 10⁻¹⁵, 1.6 × 10⁻¹⁴ and 5 × 10⁻¹⁴ for 50, 70 and 90 functions, so here the larger basis is the noisier one. The Rayleigh quotient of each eigenvector, evaluated by quadrature, has a scatter of only 4 to 7 × 10⁻¹⁶ with 70 functions, which is still too large for the width at F = 0.016. None of this restores the spacing criterion: the spacing exceeds every width resolved here, by a factor of about 300 at F = 0.06 and of nearly four million at F = 0.03.

For the decision at the start, compute σ first. If the expected width is many times 7.3σ, one phase period with 64 boxes is enough under the stated conditions. Closer to 7.3σ the random error of a single fit can exceed the 10% bias, so more boxes are needed within the period. If the width lies below 7.3σ, lower σ (by a Rayleigh quotient, by a smaller basis that is still converged, or by higher arithmetic precision) or use a complex-energy method; the fitted width should not be reported as a decay rate.
